\section*{Self-interaction-corrected pseudopotentials and the zinc 3d level}

\section*{Setting}

The local density approximation (LDA) places semicore $d$ levels too high, largely because each electron is partly repelled by its own charge. The pseudopotentials of Vogel, Krüger and Pollmann put an atomic self-interaction correction (SIC) into the ionic potential, so that a crystal calculation can keep its ordinary LDA form. This problem derives such a potential, treats its long-range tail, and estimates the shift of zinc $3d$.

Hartree atomic units are used. The atoms are non-relativistic, with local exchange and Perdew--Wang correlation. Radial orbitals $u(r)=rR(r)$ satisfy $\int_0^\infty u^2\,dr=1$. Orbital densities are spherically averaged, $n_\alpha=u_\alpha^2/(4\pi r^2)$; the effect of this averaging is not estimated. The numerical values come from self-consistent radial calculations on a spectral grid extending to 40 bohr.

\section*{(a) The orbital potential}

\textbf{Question.} Derive the one-electron equation of the Perdew--Zunger functional and the large-distance form of its extra potential.

\textbf{Solution.} Let
\begin{equation}
U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
\end{equation}
be the Hartree energy. For one electron the exact exchange-correlation energy cancels $U$, but the LDA does not ensure this. The Perdew--Zunger functional removes the remainder for each occupied spin orbital:
\begin{equation}
E_{\rm SIC}=E_{\rm LDA}-\sum_\alpha\left(U[n_\alpha]+E_{xc}[n_\alpha,0]\right).
\end{equation}
The arguments $[n_\alpha,0]$ mean that one orbital is a fully spin-polarized density.

Vary $\psi_\alpha^*$. Since $U$ is quadratic and its kernel is symmetric, the two equal terms of its variation cancel the factor $1/2$:
\begin{equation}
\frac{\delta U[n_\alpha]}{\delta\psi_\alpha^*}=v_H[n_\alpha]\psi_\alpha,\qquad
\frac{\delta E_{xc}[n_\alpha,0]}{\delta\psi_\alpha^*}=v_{xc}^{\uparrow}[n_\alpha,0]\psi_\alpha .
\end{equation}
Adding the LDA terms and a multiplier $\varepsilon_\alpha$ for normalization gives
\begin{align}
\left(-\tfrac12\nabla^2+v_{\rm ext}+v_H[n]+v_{xc}[n]+w_\alpha\right)\psi_\alpha&=\varepsilon_\alpha\psi_\alpha,\\
w_\alpha&=-v_H[n_\alpha]-v_{xc}^{\uparrow}[n_\alpha,0].
\end{align}
Different orbitals feel different potentials, so orthogonality would also require off-diagonal multipliers. They are neglected here. This does not affect the orthogonality of $3d$ to $s$ and $p$ states, which follows from angular momentum.

For a spherical orbital density,
\begin{align}
v_H[n_\alpha](r)&=\frac1r\int_0^r u_\alpha^2\,dr'+\int_r^\infty\frac{u_\alpha^2}{r'}\,dr'\\
&=\frac1r-\int_r^\infty u_\alpha^2\left(\frac1r-\frac1{r'}\right)dr'.
\end{align}
The last integral vanishes exponentially for a bound orbital. The polarized exchange potential, $-(6n_\alpha/\pi)^{1/3}$, also decays exponentially, though with one third of the decay rate of the density; correlation vanishes too. Therefore $w_\alpha\to-1/r$. An electron far from a neutral atom then sees the remaining positive ion.

\section*{(b) First estimate, and the delocalized limit}

\textbf{Question.} Estimate the $3d$ shift from the LDA orbital. What happens to the correction when an orbital spreads out?

\textbf{Solution.} Hold the LDA screening fixed and treat $w_{3d}$ as a perturbation. To first order,
\begin{equation}
\Delta\varepsilon^{(1)}=\langle 3d|w_{3d}|3d\rangle
=-\langle v_H[n_{3d}]\rangle-\langle v_{xc}^{\uparrow}[n_{3d},0]\rangle .
\end{equation}
For zinc, in the configuration $3d^{10}4s^2$, the two terms give
\begin{equation}
\Delta\varepsilon^{(1)}=-1.045+0.630=-0.415\ \text{hartree}.
\end{equation}
The positive term arises because the LDA exchange-correlation potential already cancels part of the self-repulsion.

Solving the SIC equations for the core and $3d$, with $4s$ left in LDA, moves the level from $-0.399$ to $-0.768$ hartree. The self-consistent shift is $-0.370$ hartree, smaller in magnitude than the first-order value. The mean $3d$ radius falls from 0.906 to 0.887 bohr. Such a contraction increases the mutual repulsion of the $d$ electrons, which is consistent with the smaller shift, although the other orbitals change as well.

Now stretch the orbital by a factor $\lambda$, with $u_\lambda(r)=\lambda^{-1/2}u(r/\lambda)$. The norm is unchanged and $n_\lambda(r)=\lambda^{-3}n(r/\lambda)$. Substituting $r=\lambda x$ in the Hartree integral gives $v_H[n_\lambda](r)=\lambda^{-1}v_H[n](r/\lambda)$. The exchange potential scales in the same way because $n_\lambda^{1/3}$ contains $\lambda^{-1}$. Hence
\begin{equation}
\langle v_H\rangle_\lambda=\frac{\langle v_H\rangle}{\lambda},\qquad
\langle v_x\rangle_\lambda=\frac{\langle v_x\rangle}{\lambda}.
\end{equation}
Correlation does not follow this simple law, but it vanishes as the density tends to zero. For $\lambda=4$ the first-order correction falls from $-0.415$ to $-0.094$ hartree.

A Bloch state is not a stretched atomic orbital, since it keeps its structure inside each cell, but a similar argument holds. Spread over $N$ cells, its density in each cell is proportional to $1/N$, so its exchange potential falls as $N^{-1/3}$. Its Hartree potential is that of one unit of charge spread over a region of width proportional to $N^{1/3}$, and falls in the same way; the part due to the structure within a cell falls as $1/N$. The correction therefore vanishes for a large crystal when the Bloch state's own density is used. This motivates leaving zinc $4s$ uncorrected. It is a choice of representation: a localized combination of band states could have a finite correction. In the atom, correcting $4s$ too changes the $3d$ level by only 0.0004 hartree, but it lowers $4s$ itself by about 0.12 hartree. The position of $3d$ relative to $4s$ therefore does depend on this choice.

\section*{(c) A norm-conserving SIC orbital}

\textbf{Question.} Construct a smooth pseudo-orbital for one channel and show why its norm matters away from the reference energy.

\textbf{Solution.} Let $V_l$ be the full screened potential of the SIC atom for channel $l$, including $w_l$ where it is applied. Outside a radius $r_c$, keep the all-electron orbital. Inside, use the Troullier--Martins form
\begin{equation}
u^{\rm ps}=r^{l+1}e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\cdots+c_{12}r^{12}.
\end{equation}
The logarithmic derivative is $u'/u=(l+1)/r+p'$. Using $u''/u=(u'/u)'+(u'/u)^2$,
\begin{equation}
\frac{u''}{u}=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 .
\end{equation}
The radial equation is $u''/u=l(l+1)/r^2+2(V_l^{\rm ps}-\varepsilon_l)$, so inversion gives
\begin{equation}
V_l^{\rm ps}=\varepsilon_l+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.
\end{equation}
Matching $p$ and its first four derivatives at $r_c$ makes the potential and its first two derivatives continuous. These are five conditions. Equality of the norms inside $r_c$ is the sixth. For the seventh, insert $p'=2c_2r+4c_4r^3+\cdots$ into the potential. The coefficient of $r^2$ is
\begin{equation}
4(l+1)c_4+6c_4+2c_2^2=2\left[(2l+5)c_4+c_2^2\right],
\end{equation}
and setting it to zero removes the curvature at the origin.

To see the role of the norm, let a dot denote $d/dE$ at fixed potential. Differentiating $u''=[l(l+1)/r^2+2(V-E)]u$ gives an equation for $\dot u$ with the extra source $-2u$. Consequently
\begin{equation}
(u\dot u'-u'\dot u)'=u\dot u''-u''\dot u=-2u^2 .
\end{equation}
The bracket on the left vanishes at the origin. Integrating and dividing by $u(r_c)^2$,
\begin{equation}
\frac{d}{dE}\left(\frac{u'}{u}\right)_{r_c}
=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr .
\end{equation}
Equal values and norms thus give equal first-order changes of scattering with energy. Larger energy changes are not covered by this result.

For zinc the matching radii are 1.18 bohr for $3d$ and 2.16 bohr for $4s$. The $3d$ norm inside its radius is 0.780. The formula gives a slope of $-3.424$ per bohr per hartree, and integrating the pseudo-equation at energies 0.01 hartree above and below the level gives the same rounded value.

\section*{(d) Keeping SIC in the ionic potential}

\textbf{Question.} How must the potential be unscreened so that an ordinary LDA calculation returns the SIC level? What is its tail?

\textbf{Solution.} Let $n_v$ be the density of the ten $3d$ and two $4s$ pseudo-electrons. Subtract their LDA potentials, but do not subtract $w_l$:
\begin{equation}
v_l^{\rm ion}=V_l^{\rm ps}-v_H[n_v]-v_{xc}[n_v].
\end{equation}
An LDA calculation adds these two potentials back. At density $n_v$ its screened potential is $V_l^{\rm ps}$, whose orbitals reproduce $n_v$. The SIC atom is therefore a self-consistent solution of the LDA pseudo-atom. The calculation started from a separate screening guess gives $-0.7684$ hartree for $3d$ and $-0.2159$ hartree for $4s$, equal to the reference levels at this precision.

Well outside the core, its 18 electrons contribute $+18/r$, while the nucleus contributes $-30/r$. The core density no longer affects exchange and correlation there. Thus
\begin{align}
v_s^{\rm ion}&\to-\frac{30}{r}+\frac{18}{r}=-\frac{12}{r},\\
v_d^{\rm ion}&\to-\frac{12}{r}-\frac1r=-\frac{13}{r}.
\end{align}
In general the corrected channel has the tail $-(Z_v+1)/r$, where $Z_v$ is the valence charge. At 11.71 bohr, the calculated products $r v_l^{\rm ion}$ are $-12.000$ and $-12.9995$.

The correction is now frozen, whereas a full SIC calculation would update it. Removing one $4s$ electron, with spin-restricted occupations, shows the size of the combined transfer error. The all-electron SIC $3d$ level becomes $-1.1259$ hartree; the pseudo-atom gives $-1.1212$. The difference is 0.0047 hartree, about 1.3\% of the level change caused by ionization.

\section*{(e) Damping the tail}

\textbf{Question.} Why is the $-1/r$ tail unsuitable for a crystal, and how does damping it alter the $3d$ level?

\textbf{Solution.} The ordinary $-Z_v/r$ attraction is balanced in a neutral crystal by the valence electrons. No charge balances the additional tail. If such tails from all sites, with cell volume $\Omega$, acted at one point, their strength out to a large radius $R$ would be
\begin{equation}
\sum_{0<|\mathbf R_i|\le R}\frac1{|\mathbf R_i|}
\simeq\frac1\Omega\int_0^R\frac{4\pi x^2}{x}\,dx=\frac{2\pi R^2}{\Omega}.
\end{equation}
This grows without bound. For a simple cubic lattice of unit spacing, the explicit sum to $R=20$ is 2505, against 2513 from the integral. Even when the tail acts on the $d$ component alone, the difference between the $d$ potential and a common local potential has infinite range and reaches neighbouring atoms.

The correction is needed where its own orbital has weight. One possible truncation is
\begin{equation}
\widetilde w=w\,e^{-(r/r_t)^8},\qquad
v_d^{\rm trunc}=v_d^{\rm ion}-w+\widetilde w .
\end{equation}
Here $w$ is calculated from the $3d$ pseudo-orbital. Outside $r_c$ it agrees with the all-electron correction, because the densities agree there and the enclosed norms are equal. The exponent 8 and the radius $r_t$ are choices made here; the SIC functional does not determine them.

Define $\delta=\widetilde w-w$ and let $\Delta v$ be the resulting change in LDA screening. The old and new radial equations are
\begin{equation}
hu_0=\varepsilon_0u_0,\qquad (h+\delta+\Delta v)u_1=\varepsilon_1u_1 .
\end{equation}
Project the second equation on $u_0$ and use the Hermiticity of $h$:
\begin{equation}
\varepsilon_1-\varepsilon_0=
\frac{\langle u_0|\delta|u_1\rangle}{\langle u_0|u_1\rangle}
+\frac{\langle u_0|\Delta v|u_1\rangle}{\langle u_0|u_1\rangle}.
\end{equation}
The first term is the direct loss of attraction and the second is the screening response. If screening is held fixed, using $u_0$ as a trial orbital bounds the rise by $\langle u_0|\delta|u_0\rangle$.

For the zinc pseudo-atom, with energies in hartree:
\begin{center}
\begin{tabular}{ccccc}
$r_t$ (bohr) & norm beyond $r_t$ & direct & screening & $3d$ level\\
2 & 0.0389 & 0.0180 & 0.0677 & $-0.683$\\
3 & 0.0046 & 0.0028 & 0.0186 & $-0.747$\\
4 & 0.0005 & 0.0005 & 0.0048 & $-0.763$
\end{tabular}
\end{center}
The screening term is several times the direct term. A small orbital norm outside $r_t$ therefore does not by itself guarantee an equally small level error. A repulsive change in the tail tends to push charge inward. Moving charge to a smaller radius cannot lower its spherical Hartree potential anywhere, and all ten $d$ electrons take part. This is a plausible source of the large response; the calculation does not separate it from the exchange-correlation and $4s$ responses.

\section*{(f) Why not subtract a constant?}

\textbf{Question.} A continuous cut can also be made with $\widetilde w=w(r)-w(r_t)$ inside $r_t$ and zero outside. What does it do to a localized level?

\textbf{Solution.} The change of potential is now
\begin{equation}
\delta(r)=\begin{cases}-w(r_t),&r<r_t,\\-w(r),&r>r_t.\end{cases}
\end{equation}
If the orbital lies almost entirely inside $r_t$, this is nearly a constant. A constant leaves the orbital and the screening unchanged but raises the level by
\begin{equation}
\Delta\varepsilon\simeq-w(r_t)\longrightarrow\frac1{r_t}
\quad\text{for large }r_t .
\end{equation}
At the cut radius of 3.03 bohr, $w=-0.266$ hartree. This is weaker than $-1/r_t=-0.330$ hartree because the exchange-correlation part has not yet died out. The self-consistent rise is 0.265 hartree, close to the predicted constant. The $3d$ level becomes $-0.504$ hartree, so its shift from LDA is
\begin{equation}
-0.504-(-0.399)=-0.105\ \text{hartree}.
\end{equation}
Most of the original $-0.370$ hartree has been lost. Continuity has been obtained by changing the energy reference of the $d$ channel relative to the uncorrected $s$ channel. At large $r_t$ this error falls only as $1/r_t$, much more slowly than the direct damping error of a bound orbital. The loss concerns a corrected channel measured against an uncorrected one. If several channels are corrected and all are raised by the same constant $1/r_t$, that constant drops out of their level differences, provided the orbitals lie well inside $r_t$.

\section*{(g) The estimate and its meaning}

\textbf{Question.} Give the shift for damping at 3 bohr. How does it compare with an electron-removal energy, and can it be read as a band shift?

\textbf{Solution.} The damped calculation gives
\begin{equation}
\Delta\varepsilon_{3d}=-0.747-(-0.399)=-0.348\ \text{hartree}
\simeq-9.5\ \text{eV}.
\end{equation}
The radii 2 and 4 bohr would give $-0.284$ and $-0.364$ hartree. The cutoff is therefore a real source of uncertainty in this estimate. The treatment of the core matters much less: letting it relax changes the shift by about 0.001 hartree.

For comparison, consider the LDA energy as a function of the $3d$ occupation $f$. Its explicit derivative is the expectation value of the one-electron Hamiltonian. Changes of the normalized orbitals contribute nothing, since the orbital equations make these terms proportional to changes of fixed norms. Thus $dE/df=\varepsilon_{3d}(f)$, and
\begin{equation}
E(9)-E(10)=-\int_9^{10}\varepsilon_{3d}(f)\,df .
\end{equation}
Both the total-energy difference and Simpson's rule with levels at $f=9$, 9.5 and 10 give 0.687 hartree. The corresponding negative levels at $f=10$ are 0.399 hartree in LDA and 0.768 hartree in SIC.

The Hartree part of the SIC level corresponds to electron removal with frozen orbitals. Removing $n_\alpha$ from the total density changes the Hartree energy by
\begin{equation}
U[n-n_\alpha]-U[n]=-\int v_H[n]n_\alpha\,d^3r+U[n_\alpha].
\end{equation}
Removing that orbital's SIC term adds another $U[n_\alpha]$. The result is minus the Hartree part of $\varepsilon_\alpha$, since $\int v_H[n_\alpha]n_\alpha\,d^3r=2U[n_\alpha]$. No such identity holds in general for the nonlinear exchange-correlation energy. Removing the orbital's SIC term adds $E_{xc}[n_\alpha,0]$, whereas $-\varepsilon_\alpha$ contains $\langle v_{xc}^{\uparrow}[n_\alpha,0]\rangle$. The local exchange energy is only three quarters of the expectation value of its potential. With the value $-0.630$ hartree from part (b), this term raises the frozen-orbital removal energy by roughly 0.15 hartree relative to $-\varepsilon_{3d}$. The nonlinearity of $E_{xc}[n-n_\alpha]-E_{xc}[n]$ for the total density takes back 0.01 to 0.02 hartree, depending on whether the hole is spin-restricted or spin-polarized, which leaves about 0.14 hartree. Letting the remaining orbitals relax lowers the removal energy again. The 0.081 hartree difference between 0.768 and 0.687 is therefore not a relaxation energy: it is the net result of these opposing effects and of the difference between the functionals. The LDA value uses a spherical, spin-restricted hole and is not a measured reference.

The value $-9.5$ eV is an absolute atomic level shift. In a crystal, the $d$ position is usually given relative to the valence-band top. If that edge moves by $\Delta_v$, the relative shift is $\Delta\varepsilon_{3d}-\Delta_v$. A downward correction of the anion $p$ states, if smaller than that of the $d$ level, makes the relative shift smaller in magnitude, and hybridization can change it further. A band-position estimate therefore requires a crystal calculation with a stated correction for the anion as well.
